\section*{Critical amorphization dose and its divergence in the shrinking-cylinder model, part 1}

(Sections cited here and not found follow in the second part.)

\section{Linear shrinkage of a single ion track}

\subsection{The error to be avoided}

A process simulator that applies an amorphization dose calibrated on cold wafers at every temperature can predict an amorphous layer in a warm wafer at doses that leave the wafer crystalline. Using the Morehead--Crowder formula without its range of validity produces a second error. For the parameters of the example below, the formula returns a critical dose of $1.9\times10^{14}\,\mathrm{cm^{-2}}$ at $350\,\mathrm{K}$, although in the same model no amorphous material survives from any track above $280\,\mathrm{K}$. The number is finite because a negative core radius has been squared. The critical dose must therefore be implemented together with the temperature at which it diverges, and with the conditions under which that temperature exists.

Lengths are in nm, energies in eV and temperatures in K. Doses are numbers of ions per area, with $1\,\mathrm{nm^{-2}}=10^{14}\,\mathrm{cm^{-2}}$. Boltzmann's constant is $k=8.617\times10^{-5}\,\mathrm{eV/K}$.

\subsection{The initial track}

An ion enters perpendicular to the surface and deposits the energy $S$ per unit length in nuclear collisions. The damaged region is taken to be a straight cylinder of radius $R_0$. Let $N$ be the atomic density and $\varepsilon$ the energy per atom needed for amorphization. A unit length of cylinder contains $\pi R_0^2N$ atoms. If all of $S$ is spent on them, energy balance gives
\begin{equation}
\pi R_0^2N\varepsilon=S,
\qquad
R_0=\sqrt{\frac{S}{\pi N\varepsilon}} .
\label{eq:R0}
\end{equation}
In a real implant $S$ depends on depth. Equation \eqref{eq:R0} can then be used at each depth, provided that $S$ changes little over a distance $R_0$, so that diffusion along the track may be neglected.

The cylinder starts with a uniform defect concentration $c_0$. For a time $\tau$ the defects diffuse with the diffusivity
\begin{equation}
D(T)=D_0\,e^{-E/kT},
\label{eq:D}
\end{equation}
where $T$ is the substrate temperature. Defects that reach the rim are assumed to recombine there at once, so the concentration at $r=R_0$ is zero. At time $\tau$, material with a concentration of at least $\theta c_0$, where $0<\theta<1$, becomes permanently amorphous. The rest recovers completely and retains no memory of the ion. The quantities $D_0$, $E$, $\tau$ and $\theta$ are taken as independent of temperature. They are effective parameters, since the short-lived heating of the track by the ion itself is not described.

Tracks must also evolve separately. Two cylinders overlap if their axes are closer than $2R_0$. For an ion flux $J$, the expected number of such neighbours arriving within $\tau$ is $4\pi R_0^2J\tau$, and this number must be much smaller than one.

\subsection{From core radius to critical dose}

Suppose that each ion leaves an amorphous core of radius $r$. Let $M$ ions fall at random on a large area $B$, so that the dose is $\phi=M/B$. A given point remains crystalline if no ion axis lies within the distance $r$ of it. The probability of this is
\begin{equation}
\left(1-\frac{\pi r^2}{B}\right)^M
\longrightarrow e^{-\pi r^2\phi}
\qquad (B\to\infty,\ \phi\ \text{fixed}),
\end{equation}
and the amorphous fraction is
\begin{equation}
f=1-e^{-\pi r^2\phi}.
\label{eq:coverage}
\end{equation}
Complete coverage, $f=1$, would need an infinite dose at every temperature. A critical dose is thus meaningful after a fraction $f<1$ has been chosen. Solving \eqref{eq:coverage} for the dose gives $\phi=-\ln(1-f)/(\pi r^2)$. The convention used here is $f=1-1/e\approx0.632$, for which the logarithmic factor equals one:
\begin{equation}
\phi_c=\frac{1}{\pi r^2}.
\label{eq:phic}
\end{equation}
Another choice of $f$ multiplies every critical dose by $-\ln(1-f)$ and leaves the divergence temperature unchanged.

Without shrinkage $r=R_0$, and equations \eqref{eq:R0} and \eqref{eq:phic} give the low-temperature dose
\begin{equation}
\phi_0=\frac{1}{\pi R_0^2}=\frac{N\varepsilon}{S}.
\label{eq:phi0}
\end{equation}

\subsection{Why the core shrinks as the square root of time}

The concentration in the cylinder obeys
\begin{equation}
\frac{\partial c}{\partial t}
=D\left(\frac{\partial^2c}{\partial r^2}
+\frac1r\frac{\partial c}{\partial r}\right).
\end{equation}
Let $x=R_0-r$ be the distance inward from the rim. Since $\partial/\partial r=-\partial/\partial x$,
\begin{equation}
\frac{\partial c}{\partial t}
=D\left(\frac{\partial^2c}{\partial x^2}
-\frac{1}{R_0-x}\frac{\partial c}{\partial x}\right).
\end{equation}
At early times the concentration varies over a layer of width $\sqrt{Dt}$. The first term in the bracket is then of order $c_0/(Dt)$ and the second of order $c_0/(R_0\sqrt{Dt})$. Their ratio is $\sqrt{Dt}/R_0$, so the curvature term can be dropped while $\sqrt{Dt}\ll R_0$. What remains is diffusion in a half-space.

The half-space has no length of its own, which suggests the form $c=c_0g(\eta)$ with $\eta=x/(2\sqrt{Dt})$. The derivatives are
\begin{equation}
\frac{\partial c}{\partial t}=-\frac{c_0\eta}{2t}\,g'(\eta),
\qquad
D\frac{\partial^2c}{\partial x^2}=\frac{c_0}{4t}\,g''(\eta).
\end{equation}
Equating them gives $g''=-2\eta g'$, hence $g'=Ae^{-\eta^2}$. The rim condition is $g(0)=0$, and the undisturbed interior requires $g(\infty)=1$. Because $\int_0^\infty e^{-\eta^2}d\eta=\sqrt\pi/2$, the constant is $A=2/\sqrt\pi$, and
\begin{equation}
\frac{c}{c_0}=\operatorname{erf}\!\left(\frac{x}{2\sqrt{Dt}}\right).
\label{eq:erf}
\end{equation}
The edge of the core lies at the depth $x=\delta R$ where $c=\theta c_0$ at $t=\tau$. Therefore
\begin{equation}
\delta R=\lambda\sqrt{D\tau},
\qquad
\lambda=2\operatorname{erf}^{-1}(\theta).
\label{eq:shrink}
\end{equation}
This is the linear law: the loss of radius is proportional to the diffusion length. The derivation justifies it when both $\sqrt{D\tau}$ and $\delta R$ are much smaller than $R_0$. The Morehead--Crowder model extends it to the point where the core disappears, and this extension is an additional assumption.

This part has derived the initial track radius, the critical dose for a given core radius, and the linear shrinkage law, which is justified while $\sqrt{D\tau}$ and $\delta R$ are both much smaller than $R_0$. It remains to combine them into a temperature-dependent critical dose, find where that dose diverges, and examine what changes with diffusion in the full cylinder and with damage stored between impacts.
